\section*{Cubic elastic constants from bulk modulus and two film strain ratios}

\section{The problem}

Two films of the same cubic material have been grown, one with its surface normal along $[001]$, the other along $[111]$. Each is strained equally in all in-plane directions by its substrate. Diffraction gives the in-plane strain $e$ and the normal strain $x$ of each film, both relative to the strain-free cubic lattice. Extension is positive. Since a film compressed in its plane usually grows thicker, it is convenient to reverse the sign of the strain ratio and define
\begin{equation}
 r=-\frac{x}{e}.
\end{equation}
The values for the two films are $r_{001}$ and $r_{111}$. The bulk modulus $B$ is known from a separate measurement. Find $C_{11}$, $C_{12}$ and $C_{44}$.

For numbers, take $B=175$ GPa and $e=-0.50\,\%$ in both films, with $x=+0.32\,\%$ for (001) and $x=+0.27\,\%$ for (111). Then
\begin{equation}
 r_{001}=\frac{0.32}{0.50}=0.64,\qquad r_{111}=\frac{0.27}{0.50}=0.54 .
\end{equation}
These are round inputs in the regime of SrTiO$_3$ films at room temperature, not a measurement. With an assumed strain-free lattice parameter of 0.3905 nm, the plane spacings along the normals are 0.39175 nm for (001) and $(0.3905/\sqrt3)(1.0027)=0.22606$ nm for (111).

The assumptions are linear elasticity, uniform strain far from the film edges, a top face free of traction, and the same phase, composition and temperature in both films and in the measurement of $B$. The strains are static, so $B$ is the isothermal modulus.

\section{A tempting solution}

Begin with the (001) film. In the cube axes its strains are $e,e,x$, without shear. The free face requires
\begin{equation}
 0=\sigma_{33}=C_{11}x+2C_{12}e .
\end{equation}
Division by $e$ gives $-C_{11}r_{001}+2C_{12}=0$, so $2C_{12}=r_{001}C_{11}$. Under a pure dilation with all three strains equal to $d$, each normal stress is $(C_{11}+2C_{12})d$. The volume strain is $3d$, so this stress is also $3Bd$, and
\begin{equation}
 3B=C_{11}+2C_{12}=C_{11}(1+r_{001}).
 \label{eq:bulk}
\end{equation}
Therefore
\begin{equation}
 C_{11}=\frac{3B}{1+r_{001}},\qquad
 C_{12}=\frac{r_{001}C_{11}}{2}=\frac{3Br_{001}}{2(1+r_{001})}.
 \label{eq:c11c12}
\end{equation}

For the (111) film, let $\mathbf n=(1,1,1)/\sqrt3$. The strain is $e$ in the plane and $x$ along $\mathbf n$:
\begin{equation}
 \varepsilon_{ij}=e\,\delta_{ij}+(x-e)n_in_j .
 \label{eq:strain}
\end{equation}
Every product $n_in_j$ equals $1/3$. In the cube axes all diagonal strains are therefore equal to $d$, and all off-diagonal strains to $s$, where
\begin{equation}
 d=e+\frac{x-e}{3}=\frac{2e+x}{3},\qquad s=\frac{x-e}{3}.
\end{equation}
Each diagonal stress is $3Bd$. Each shear stress is the shear modulus times the shear strain, $C_{44}s$. The normal stress on the film face is one third of the sum of all nine stress components, three diagonal and six off-diagonal:
\begin{equation}
 \sigma_{nn}=\frac{3(3Bd)+6(C_{44}s)}{3}=3Bd+2C_{44}s .
\end{equation}
Setting this to zero, multiplying by 3 and dividing by $e$ gives
\begin{equation}
 3B(2-r_{111})-2C_{44}(1+r_{111})=0,
\end{equation}
and hence
\begin{equation}
 C_{44}\overset{?}{=}\frac{3B(2-r_{111})}{2(1+r_{111})}
 =\frac{525\times1.46}{2\times1.54}\ \text{GPa}\approx249\ \text{GPa}.
 \label{eq:wrong}
\end{equation}
The value is positive and of a credible size, so nothing in the number itself gives the error away.

\section{Where it fails}

An isotropic material exposes the fault. It has no preferred directions, so its two films must have the same ratio $r$, and its constants must obey $C_{44}=(C_{11}-C_{12})/2$. From \eqref{eq:c11c12},
\begin{equation}
 C_{11}-C_{12}=\frac{3B}{1+r}\left(1-\frac r2\right)
 =\frac{3B(2-r)}{2(1+r)} .
 \label{eq:difference}
\end{equation}
With equal ratios, \eqref{eq:wrong} gives $C_{44}=C_{11}-C_{12}$, which is twice the required value.

The faulty sentence is the one about shear stress. The constant $C_{44}$ is defined as shear stress divided by the change of a right angle. Take the displacement $u_y=\gamma z$. It changes the angle between the $y$ and $z$ directions by $\gamma$, while the tensor strain is
\begin{equation}
 \varepsilon_{yz}=\frac12\left(\frac{\partial u_y}{\partial z}+\frac{\partial u_z}{\partial y}\right)=\frac{\gamma}{2}.
\end{equation}
Thus $\sigma_{yz}=C_{44}\gamma=2C_{44}\varepsilon_{yz}$. The off-diagonal number $s$ came from rotating a strain tensor, so it is a tensor strain, and the stress that belongs to it is $2C_{44}s$. The (001) calculation contains no shear in the cube axes and is unaffected.

\section{The right solution}

With the corrected shear stress,
\begin{equation}
 0=\sigma_{nn}=\frac{3(3Bd)+6(2C_{44}s)}{3}=3Bd+4C_{44}s .
\end{equation}
Insert $d$ and $s$, multiply by 3 and divide by $e$. Since $(2e+x)/e=2-r$ and $(x-e)/e=-(1+r)$,
\begin{equation}
 3B(2-r_{111})=4C_{44}(1+r_{111}).
\end{equation}
The three constants are therefore
\begin{equation}
\begin{aligned}
 C_{11}&=\frac{3B}{1+r_{001}},\\
 C_{12}&=\frac{3Br_{001}}{2(1+r_{001})},\\
 C_{44}&=\frac{3B(2-r_{111})}{4(1+r_{111})}.
\end{aligned}
\label{eq:result}
\end{equation}

\subsection{Is the assumed strain the true one?}

A free face carries no traction of any kind, so three components must vanish, whereas only the normal one was imposed. For (111) the stress has equal diagonal elements $D$ and equal off-diagonal elements $S$ in the cube axes. Acting on $\mathbf n$ it gives $(D+2S)\mathbf n$, which has no tangential part. For (001) the stress is diagonal, and the traction again lies along $\mathbf n$. One condition thus satisfies all three.

No other solution exists in a stable crystal. With the in-plane strain held fixed, two solutions could differ only by a strain $(n_ib_j+b_in_j)/2$ with some vector $\mathbf b$. The stress $\tau_{ij}$ of this difference would have zero traction, so $\tau_{ij}(n_ib_j+b_in_j)/2=b_i\tau_{ij}n_j=0$ (repeated indices summed). The left side is twice the elastic energy density of the difference, which is positive unless $\mathbf b=0$.

\subsection{The same result for other normals}

The cubic stress law can be written
\begin{equation}
 \sigma_{ij}=C_{12}\,\mathrm{tr}\,\varepsilon\,\delta_{ij}
 +2C_{44}\varepsilon_{ij}+H\varepsilon_{ii}\delta_{ij},
 \label{eq:law}
\end{equation}
with $H=C_{11}-C_{12}-2C_{44}$ and no sum over $i$ in the last term. A diagonal strain is then multiplied by $C_{12}+2C_{44}+H=C_{11}$, as it must be. Apply this law to \eqref{eq:strain} for any unit normal. The part $e\delta_{ij}$ gives the stress $3Be\,\delta_{ij}$. The traction is
\begin{equation}
 \sigma_{ij}n_j=3Be\,n_i+(x-e)\left[(C_{12}+2C_{44})n_i+Hn_i^3\right].
\end{equation}
If $H\neq0$, this is parallel to $\mathbf n$ when all nonzero components of $\mathbf n$ have the same magnitude, that is, for the $\langle001\rangle$, $\langle110\rangle$ and $\langle111\rangle$ normals. Otherwise a normal-to-plane shear must appear. For a (112) film with the constants found below, the engineering shear is 0.10 times the in-plane strain.

For the three favourable families, projection on $\mathbf n$ gives $3Be+(x-e)L=0$, or
\begin{equation}
 1+r=\frac{3B}{L},\qquad
 L=C_{12}+2C_{44}+H\sum_i n_i^4 .
 \label{eq:longitudinal}
\end{equation}
Here $L$ is the longitudinal modulus: the normal stress per unit strain along $\mathbf n$ when the transverse strains are zero. A film strain is a dilation plus an extra strain of just this kind. The sum is $1$, $1/2$ and $1/3$ for (001), (110) and (111), so
\begin{equation}
\begin{aligned}
 L_{001}&=C_{11},\\
 L_{110}&=\tfrac12(C_{11}+C_{12}+2C_{44}),\\
 L_{111}&=\tfrac13(C_{11}+2C_{12}+4C_{44}).
\end{aligned}
\end{equation}
The last line with \eqref{eq:longitudinal} reproduces $C_{44}=\tfrac34(L_{111}-B)$, which is \eqref{eq:result}. A third film, with normal $[110]$, gives no new constant but checks the other data through $r_{110}=3B/L_{110}-1$.

Equations \eqref{eq:result} were tested on 200 random stable crystals, with $B$, $(C_{11}-C_{12})/2$ and $C_{44}$ each between 20 and 300 GPa. The film strains were found by imposing all three traction conditions with shear allowed. The formulas returned the original constants to numerical precision.

\section{What the ratios say}

Half of \eqref{eq:difference} is the second shear modulus of the cubic crystal, so the two films play equivalent roles:
\begin{equation}
 \frac{C_{11}-C_{12}}2=G(r_{001}),\quad C_{44}=G(r_{111}),\quad
 G(r)=\frac{3B(2-r)}{4(1+r)} .
\end{equation}
Equal ratios mean elastic isotropy. A cubic crystal is elastically stable when $B$ and both shear moduli are positive. For $B>0$, the function $G$ is positive exactly when $-1<r<2$, so both ratios must lie in this interval. At $r\to2$ the shear modulus vanishes relative to $B$, and the film keeps its volume, $2e+x=0$. At $r\to-1$ the shear modulus is very large relative to $B$, and the strain becomes a pure dilation, $x=e$. A measured ratio outside the interval signals faulty data or a failed assumption.

The two ratios alone cannot give the constants; one absolute elastic measurement, here $B$, is needed. The free-face condition is homogeneous in the elastic constants: doubling all of them leaves both ratios unchanged. The ratios fix the quotients of the constants, and $B$ fixes their scale.

The film stress follows as well. For these two orientations the stress is the same in every in-plane direction, by the fourfold or threefold symmetry, and its normal part is zero. Its trace is thus $2\sigma_\parallel$. The trace of any cubic stress is $3B$ times the sum of the strains, so
\begin{equation}
 2\sigma_\parallel=3B(2e+x)=3B(2-r)e,\qquad
 \frac{\sigma_\parallel}{e}=\frac{3B(2-r)}2 .
 \label{eq:biaxial}
\end{equation}

If the substrate imposes unequal principal strains $e_1$ and $e_2$, the same symmetries still help. The normal strain is a linear function of the in-plane strain, and a linear scalar that respects a threefold or fourfold axis can depend on its trace alone. Hence $x=-r(e_1+e_2)/2$ for (001) and (111). In a (111) film of an elastically anisotropic crystal, unequal strains also cause a normal-to-plane shear; the relation holds with that shear free to develop. For (110) the direction matters. Let a strain $2e$ act along a single in-plane direction, so that the mean is still $e$. From \eqref{eq:law}, $-x/e$ is $2C_{12}/L_{110}$ for strain along $[001]$ and $(C_{11}+C_{12}-2C_{44})/L_{110}$ for strain along $[1\bar10]$.

\section{The numbers}

With $3B=525$ GPa,
\begin{equation}
\begin{aligned}
 C_{11}&=\frac{525}{1.64}=320.1\ \text{GPa},\\
 C_{12}&=\frac{0.64}{2}\times320.1=102.4\ \text{GPa},\\
 C_{44}&=\frac{525\times1.46}{4\times1.54}=124.4\ \text{GPa}.
\end{aligned}
\end{equation}
The other shear modulus is $(320.1-102.4)/2=108.8$ GPa, so the anisotropy $2C_{44}/(C_{11}-C_{12})$ is 1.14. The tempting solution would have doubled it to 2.29.

Equation \eqref{eq:biaxial} gives biaxial moduli of $262.5\times1.36=357$ GPa for (001) and $262.5\times1.46=383$ GPa for (111). At $e=-0.50\,\%$ the stresses are $-1.79$ and $-1.92$ GPa, both compressive. The predicted check value is $r_{110}=0.564$. With the same mean strain applied along one direction it becomes 0.610 for $[001]$ and 0.517 for $[1\bar10]$, so a (110) check needs both in-plane strains.

\subsection{Random errors}

Taking logarithms of \eqref{eq:result} and differentiating gives
\begin{equation}
\begin{aligned}
 \frac{dC_{11}}{C_{11}}&=\frac{dB}{B}-\frac{dr_{001}}{1+r_{001}},\\
 \frac{dC_{12}}{C_{12}}&=\frac{dB}{B}+\frac{dr_{001}}{r_{001}(1+r_{001})},\\
 \frac{dC_{44}}{C_{44}}&=\frac{dB}{B}-\frac{3\,dr_{111}}{(2-r_{111})(1+r_{111})}.
\end{aligned}
\end{equation}
The second line uses $1/r-1/(1+r)=1/[r(1+r)]$, and the third uses $1/(2-r)+1/(1+r)=3/[(2-r)(1+r)]$. Suppose the standard errors are 2 GPa in $B$ and 0.01 in each ratio, all independent. For $C_{44}$ the two contributions are $1.14\,\%$ and $0.03/(1.46\times1.54)=1.33\,\%$, whose root sum of squares is $1.76\,\%$. The results are
\begin{equation}
 C_{11}=320\pm4,\quad C_{12}=102.4\pm1.5,\quad C_{44}=124\pm2\ \text{GPa}.
\end{equation}
At this strain, an error of 0.01 in $r$ corresponds to only $0.005\,\%$ in the normal strain.

\subsection{A wrong strain-free lattice}

Both strains are measured from the strain-free lattice parameter, and the film's own value may differ from the assumed one. If it is larger by a small fraction $\delta$, both apparent strains rise by $\delta$, apart from products of small quantities. The apparent ratio $r'$ then obeys
\begin{equation}
 r'-r=-\frac{x+\delta}{e+\delta}+\frac xe
 =\frac{\delta(x-e)}{e(e+\delta)}=-\frac{\delta(1+r)}{e+\delta}.
\end{equation}
A shift of $\delta=0.02\,\%$, less than 0.0001 nm, raises the (001) ratio by $0.0002\times1.64/0.0048=0.068$. The ratios become 0.708 and 0.604, and the recovered constants 307, 109 and 114 GPa. Relative to the values above, these are errors of $-4\,\%$, $+6\,\%$ and $-8\,\%$, well beyond the random errors.

The cure is to grow two films of each orientation with opposite in-plane strains, $e$ and $-e$, and to take $r$ as minus the slope of normal against in-plane strain. A common lattice error multiplies both strain differences by $1+\delta$ and cancels. An error that differs between the two films does not cancel. If only the stretched film has a strain-free lattice larger by $0.02\,\%$, for instance through a different oxygen content, the slopes give 0.608 and 0.510, and $C_{44}$ comes out $4\,\%$ too large. The slope also removes the leading nonlinear error. If $x=-re+ke^2+\dots$, the quadratic term is the same at $e$ and $-e$ and drops out of the difference.

This was tested with a finite-strain energy containing third-order constants of rough size for SrTiO$_3$. When the strain was halved from $0.1\,\%$ to $0.05\,\%$, the single-film error fell by a factor near 2 and the two-film error by a factor near 4, for both orientations. At $-0.50\,\%$, nonlinearity alone changes the single-film ratios to 0.650 and 0.542, which moves each constant by at most about $1\,\%$. With true strains of $\pm0.50\,\%$ and the lattice error also present, the slopes give 0.6402 and 0.5399, and the constants return to within about 0.1 GPa of their original values. If the apparent strains are $\pm0.50\,\%$ instead, the true ones are not quite opposite, and the constants return to within about 0.2 GPa.

\subsection{Beside real SrTiO$_3$ films}

The chosen inputs lead to constants of the rough size known for bulk SrTiO$_3$ at room temperature. This was the purpose of the choice and is no evidence for the method. The assumption most at risk in this example is a known strain-free lattice: oxygen deficiency can enlarge it, and the shift of $0.02\,\%$ considered above already moves $C_{44}$ by $8\,\%$. The other effects estimated here are smaller. Using an adiabatic $B$, as obtained from sound velocities, makes all three constants about $1.6\,\%$ too large at 300 K, for a rough linear expansion of $9\times10^{-6}$ K$^{-1}$ and a Gr\"uneisen parameter of 2. A built-in field of 0.1 MV/cm, with a relative permittivity of 300 and an electrostriction coefficient of 0.05 m$^4$/C$^2$, all rough, induces about 2.6 $\mu$C/cm$^2$ and a normal strain near $0.0035\,\%$. That changes $r$ by about 0.007, comparable with the assumed random error. This estimate is for a free crystal with the field along $[001]$. In a film, clamping by the substrate lowers the strain at a given polarization, but in-plane compression of a (001) film raises the permittivity along the normal and can outweigh this. A (111) film has a different coefficient. A miscut of $0.5^\circ$ changes either ratio, with the normal strain taken along the true surface normal, by about $2\times10^{-5}$. If the spacing of the (001) or (111) lattice planes is used instead, the change is about $1\times10^{-4}$ for either film. Both effects can be ignored.

The formulas require the cubic, nonpolar phase. Bulk SrTiO$_3$ leaves the cubic phase on cooling, at roughly 100 K, and strain can shift this transition or induce a polar phase. Each film used for a slope, the stretched one included, must therefore be shown to be cubic apart from its elastic distortion at the temperature of measurement.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Input B: 175 GPa
In-plane strain, both films: -0.5 %
Normal strain (001): 0.32 %
Normal strain (111): 0.27 %
Strain-free lattice parameter: 0.3905 nm
Strained (001) spacing: 0.39175 nm
Strained (111) spacing: 0.22606 nm
r001: 0.64
r111: 0.54
L001 = C11: 320.1 GPa
L111: 340.9 GPa
C11: 320.1 +/- 4.1 GPa
C12: 102.4 +/- 1.5 GPa
C44: 124.4 +/- 2.2 GPa
Assumed standard errors: B 2 GPa, each r 0.01
(C11-C12)/2: 108.8 GPa
Anisotropy 2C44/(C11-C12): 1.143
Biaxial modulus (001): 357 GPa
Biaxial modulus (111): 383.2 GPa
In-plane stress (001): -1.785 GPa
In-plane stress (111): -1.916 GPa
Predicted r110: 0.5638
r110, mean-strain basis, strain only on [1-10]: 0.5174
r110, mean-strain basis, strain only on [001]: 0.6103
(112) shear vector / in-plane strain: 0.1009
Rough third-order constants C111,C112,C123: -5000 -800 0 GPa
Rough third-order constants C144,C155,C456: -800 -300 100 GPa
Pressure derivative of B: 6.222
Nonlinear single-film r001, r111: 0.6501, 0.5421
C11,C12,C44 from them: [318.2 103.4 124.1] GPa
Lattice-parameter shift: 0.02 %
Shifted-reference r001, r111: 0.7083, 0.6042
C11,C12,C44 from them: [307.3 108.8 114.2] GPa
Two-film strains: -0.5 and +0.5 %
Two-film r001, r111, both errors on: 0.64022, 0.53992
C11,C12,C44 from them: [320.1 102.5 124.4] GPa
Temperature: 300 K
Rough linear thermal expansion: 9e-06 1/K
Rough Gruneisen parameter: 2
Adiabatic excess of B: 1.62 %
Rough built-in field: 0.1 MV/cm
Rough relative permittivity: 300
Rough electrostriction Q11: 0.05 m^4/C^2
Induced polarization: 2.65 uC/cm2
Electrostrictive normal strain: 0.0035 %
Resulting size of change in r: 0.00701
Miscut angle: 0.5 degree
Miscut changes in r001, r111: -2.13e-05, 1.55e-05
\end{verbatim}
